# Why a brief cold interval can bury a floating dopant: a numerical check

```python
"""
Burial of a surface-floating dopant by a short cold growth interval.
Result under test: a dopant just covered by a new layer is back on the
surface when the next layer arrives with probability
    p = p_eq * (1 - exp(-K/R)),
K = k_up + k_down, p_eq = k_up/K, R = layers per second.
k_up = nu exp(-E_UP/kT), k_down = k_up exp(-E_SEG/kT).
q = 1-p is retained per layer. Cooling raises q in some temperature range
only if E_UP exceeds the activation energy of the growth rate.
Energies in eV, temperatures in K, times in s, lengths in nm.
Layer profiles are listed from the surface downward.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

KB = Boltzmann / elementary_charge
NU, E_UP, E_SEG = 1.0e13, 1.7, 0.6
LATTICE = 0.543
SPACING = LATTICE / 4
SPEED = 0.1
R0 = SPEED / SPACING
T_HOT, T_COLD = 800.0, 600.0
N_COLD = 8
HOLD = 60.0
COVERAGE = 0.01


def rates(temp, barrier=E_UP):
    up = NU * np.exp(-barrier / (KB * temp))
    return up, up * np.exp(-E_SEG / (KB * temp))


def evolve(temp, time, barrier=E_UP):
    """Numerical propagator of the top three layers; the third is frozen."""
    up, down = rates(temp, barrier)
    generator = np.array([[-down, up, 0.0], [down, -up, 0.0], [0.0, 0.0, 0.0]])
    return expm(generator * time)


def equilibrium_share(temp):
    return 1 / (1 + np.exp(-E_SEG / (KB * temp)))


def survival(temp, rate=R0, barrier=E_UP):
    """Closed formula for p."""
    x = sum(rates(temp, barrier)) / rate
    return equilibrium_share(temp) * (-np.expm1(-x))


def grow(profile, temp, rate, layers):
    """Add layers one by one and let the top pair exchange numerically."""
    step = evolve(temp, 1 / rate)
    for _ in range(layers):
        assert profile[-1] == 0.0
        profile = np.concatenate(([0.0], profile[:-1]))
        profile[:3] = step @ profile[:3]
    return profile


def hold(profile, temp, time):
    result = profile.copy()
    result[:3] = evolve(temp, time) @ result[:3]
    return result


start = np.zeros(24)
start[0] = 1.0

# Closed formula and Boltzmann limit against the numerical propagator
for temp in (560.0, 600.0, 650.0, 700.0, 800.0):
    assert abs(evolve(temp, 1 / R0)[0, 1] - survival(temp)) < 1e-9
    long_time = 40 / sum(rates(temp))
    boltzmann = np.exp(-E_SEG / (KB * temp))
    late = evolve(temp, long_time)[:, 1]
    assert abs(late[1] / late[0] / boltzmann - 1) < 1e-6

# Geometric profile against layer-by-layer growth
p_cold, p_hot = survival(T_COLD), survival(T_HOT)
for temp in (T_COLD, 650.0, T_HOT):
    p = survival(temp)
    grown = grow(start, temp, R0, N_COLD)
    expected = [p**N_COLD] + [(1 - p) * p**(N_COLD - j)
                              for j in range(1, N_COLD + 1)]
    assert np.allclose(grown[:N_COLD + 1], expected, rtol=1e-6, atol=1e-11)
buried_cold = 1 - grow(start, T_COLD, R0, N_COLD)[0]
buried_hot = 1 - grow(start, T_HOT, R0, N_COLD)[0]
assert buried_cold > 0.999 and buried_hot < 0.01

# Cooling criterion, with an activated growth rate, by finite differences
beta_hot = 1 / (KB * T_HOT)


def activated_rate(beta, e_growth):
    return R0 * np.exp(-e_growth * (beta - beta_hot))


def numerical_q(beta, e_growth):
    return evolve(1 / (KB * beta), 1 / activated_rate(beta, e_growth))[1, 1]


def slope_terms(beta, e_growth):
    temp = 1 / (KB * beta)
    x = sum(rates(temp)) / activated_rate(beta, e_growth)
    factor = x * np.exp(-x) / (-np.expm1(-x))
    equilibrium = E_SEG * (1 - equilibrium_share(temp))
    p = survival(temp, activated_rate(beta, e_growth))
    return p * factor * (E_UP - e_growth + equilibrium), p * equilibrium


for e_growth in (0.0, 1.0, E_UP, 2.0):
    for temp in np.linspace(500, 900, 17):
        beta, h = 1 / (KB * temp), 5e-4
        slope = (numerical_q(beta + h, e_growth)
                 - numerical_q(beta - h, e_growth)) / (2 * h)
        kinetic, thermal = slope_terms(beta, e_growth)
        scale = abs(kinetic) + abs(thermal)
        assert abs(slope - (kinetic - thermal)) < 2e-3 * scale
        if e_growth >= E_UP:
            assert slope < 0

# Temperature of least retention: direct minimum against criterion
direct = minimize_scalar(lambda t: np.log(evolve(t, 1 / R0)[1, 1]),
                         bounds=(650, 850), method="bounded",
                         options={"xatol": 1e-4})
t_min = brentq(lambda t: np.subtract(*slope_terms(1 / (KB * t), 0.0)),
               650, 850)
assert abs(direct.x - t_min) < 0.05

# Freezing temperature and width of the transition


def kinetic_temperature(x):
    return E_UP / (KB * np.log(NU / (R0 * x)))


t_freeze = kinetic_temperature(1.0)
assert abs(evolve(t_freeze, 1 / R0)[0, 1] - (1 - np.exp(-1))) < 1e-3
t_p90 = brentq(lambda t: evolve(t, 1 / R0)[0, 1] - 0.9, 600, 690)
t_p10 = brentq(lambda t: evolve(t, 1 / R0)[0, 1] - 0.1, 560, 650)
assert abs(t_p90 - kinetic_temperature(-np.log(0.1))) < 0.1
assert abs(t_p10 - kinetic_temperature(-np.log(0.9))) < 0.1

# Hot pause after the cold cap


def retained_after_pause(layers):
    return 1 - hold(grow(start, T_COLD, R0, layers), T_HOT, HOLD)[0]


for layers in (1, 2, 4, N_COLD):
    formula = 1 - equilibrium_share(T_HOT) * p_cold**(layers - 1)
    assert abs(retained_after_pause(layers) - formula) < 1e-8
n_needed = 1 + int(np.ceil(np.log(0.001) / np.log(p_cold)))
assert retained_after_pause(n_needed) >= 0.999
assert retained_after_pause(n_needed - 1) < 0.999

# Causal controls: slow deposition equally, or speed it up while hot
exchange_ratio = rates(T_HOT)[0] / rates(T_COLD)[0]
same_slowing = 1 - grow(start, T_COLD, R0 / exchange_ratio, N_COLD)[0]
assert same_slowing < buried_hot
log_rate = brentq(lambda y: evolve(T_HOT, np.exp(-y))[0, 1] - p_cold,
                  np.log(R0), np.log(1e6 * R0))
fast_rate = np.exp(log_rate)
assert abs(fast_rate / (R0 * exchange_ratio) - 1) < 2e-3

# Random covering times: quadrature against competing-rate formula


def random_survival(temp):
    up, down = rates(temp)
    return up / (up + down + R0)


for temp in (T_COLD, 660.0, T_HOT):
    average = quad(lambda u: np.exp(-u) * evolve(temp, u / R0)[0, 1],
                   0, 40, epsabs=1e-9, epsrel=1e-8, limit=100)[0]
    assert abs(average - random_survival(temp)) < 1e-6

# Site blocking at finite coverage


def blocked_pair(temp):
    up, down = np.array(rates(temp)) / R0

    def change(_, y):
        flow = up * y[1] * (1 - y[0]) - down * y[0] * (1 - y[1])
        return [flow, -flow]
    result = solve_ivp(change, (0, 1), [0.0, COVERAGE], method="Radau",
                       rtol=1e-9, atol=1e-14)
    assert result.success
    return result.y[:, -1] / COVERAGE


block_cold = blocked_pair(T_COLD)[0] / p_cold - 1
block_hot = blocked_pair(T_HOT)[1] / (1 - p_hot) - 1
assert abs(block_cold) < 0.02 and abs(block_hot) < 0.02

# Growth continued during a linear cooling ramp
RAMP = 2.0
ramp_time = (T_HOT - T_COLD) / RAMP


def ramp_burial(substeps):
    surface, buried = 1.0, [0.0]
    for layer in range(int(ramp_time * R0)):
        pair = np.array([0.0, surface, 0.0])
        for part in range(substeps):
            time = (layer + (part + 0.5) / substeps) / R0
            pair = evolve(T_HOT - RAMP * time, 1 / (R0 * substeps)) @ pair
        surface = pair[0]
        buried.append(1 - surface)
    return np.array(buried)


ramp_coarse, ramp_fine = ramp_burial(10), ramp_burial(20)
assert np.max(np.abs(ramp_coarse - ramp_fine)) < 1e-3
ramp_layers = [np.interp(level, ramp_fine, np.arange(len(ramp_fine)))
               for level in (0.1, 0.5, 0.9)]
ramp_half_temp = T_HOT - RAMP * ramp_layers[1] / R0

# Other neglected processes, with rough energies
E_DESORB, E_ADATOM = 3.0, 0.7
D0_BULK, E_BULK, HOT_TIME = 0.2, 3.7, 1000.0
desorb_bound = NU * np.exp(-E_DESORB / (KB * T_HOT)) * ramp_time
deep_barrier = KB * T_HOT * np.log(NU * HOLD / (-np.log(0.99)))
diffusion = D0_BULK * np.exp(-E_BULK / (KB * T_HOT))
diffusion_nm = np.sqrt(2 * diffusion * HOT_TIME) * 1e7
adatom_hops = NU * np.exp(-E_ADATOM / (KB * T_COLD)) / R0

print(f"Attempt rate {NU:.1e} /s; upward barrier {E_UP} eV")
print(f"Segregation energy {E_SEG} eV; layer spacing {SPACING:.4f} nm")
print(f"Growth speed {SPEED} nm/s; layer rate {R0:.4f} /s")
print(f"Layer time {1/R0:.3f} s; hot {T_HOT:.0f} K; cold {T_COLD:.0f} K")
print(f"Dopant coverage {COVERAGE} layer = "
      f"{COVERAGE*2/LATTICE**2*1e14:.3e} /cm2")
for name, temp in (("Hot", T_HOT), ("Cold", T_COLD)):
    up, down = rates(temp)
    print(f"{name}: kT {KB*temp:.5f} eV; k_up {up:.4e} /s; k_down {down:.3e} /s")
    print(f"{name}: K/R {(up+down)/R0:.4e}; 1-p_eq "
          f"{1-equilibrium_share(temp):.3e}")
    print(f"{name}: p {survival(temp):.6f}; q {1-survival(temp):.4e}; "
          f"decay length {-SPACING/np.log(survival(temp)):.4g} nm")
for temp in (560.0, 650.0, 700.0):
    print(f"At {temp:.0f} K: K/R {sum(rates(temp))/R0:.4g}; "
          f"q {1-survival(temp):.4e}")
print(f"Cold cap: {N_COLD} layers, {N_COLD*SPACING:.3f} nm, {N_COLD/R0:.2f} s")
print(f"Buried by these layers, cold: {buried_cold:.9f}")
print(f"Buried by the same layers, hot: {buried_hot:.4e}")
print(f"Exchange slows on cooling by factor {exchange_ratio:.1f}")
print(f"Buried if deposition slows equally: {same_slowing:.3e}")
print(f"Hot growth speed for cold p: {fast_rate*SPACING:.1f} nm/s")
print(f"Freezing temperature (k_up=R): {t_freeze:.1f} K")
print(f"Temperatures for p=0.9 and 0.1: {t_p90:.1f}, {t_p10:.1f} K")
print(f"Least retention at {t_min:.1f} K; q there {1-survival(t_min):.3e}")
beta_cold = 1 / (KB * T_COLD)
print(f"Growth activation 2.0 eV: q hot {numerical_q(beta_hot,2.0):.3e}, "
      f"cold {numerical_q(beta_cold,2.0):.3e}")
print(f"Hot pause after cap: {HOLD:.0f} s")
for layers in (1, 2, 4, N_COLD):
    print(f"Retained after pause, {layers} cold layers: "
          f"{retained_after_pause(layers):.8f}")
print(f"Cold layers needed for 99.9 percent after pause: {n_needed}")
print(f"Random covering: cold p {random_survival(T_COLD):.5f}; "
      f"hot q {1-random_survival(T_HOT):.3e}")
print(f"Random covering, {N_COLD} layers: cold buried "
      f"{1-random_survival(T_COLD)**N_COLD:.8f}; "
      f"hot {1-random_survival(T_HOT)**N_COLD:.4f}")
print(f"Random covering: hot decay length "
      f"{-SPACING/np.log(random_survival(T_HOT)):.1f} nm")
print(f"Blocking: relative change cold p {block_cold:.2e}; hot q {block_hot:.2e}")
for barrier in (1.6, 1.5):
    p = survival(T_COLD, barrier=barrier)
    kept = 1 - equilibrium_share(T_HOT) * p**(N_COLD - 1)
    print(f"Barrier {barrier} eV: cold p {p:.4f}; retained after pause {kept:.5f}")
print(f"Cooling ramp {RAMP} K/s lasts {ramp_time:.0f} s")
print("Open shutter in ramp: 10, 50, 90 percent buried after "
      + ", ".join(f"{n*SPACING:.2f}" for n in ramp_layers) + " nm")
print(f"Temperature at half burial in ramp: {ramp_half_temp:.1f} K")
print(f"Rough desorption barrier {E_DESORB} eV: ramp loss below {desorb_bound:.2e}")
print(f"Deep-layer barrier for 1 percent loss in hot pause: {deep_barrier:.3f} eV")
print(f"Rough bulk diffusion: D0 {D0_BULK} cm2/s, barrier {E_BULK} eV")
print(f"Bulk diffusion in {HOT_TIME:.0f} s at hot: {diffusion_nm:.2e} nm")
print(f"Rough adatom barrier {E_ADATOM} eV: cold hops per layer {adatom_hops:.2e}")
print("all assertions hold")
```

It prints:

```
Attempt rate 1.0e+13 /s; upward barrier 1.7 eV
Segregation energy 0.6 eV; layer spacing 0.1358 nm
Growth speed 0.1 nm/s; layer rate 0.7366 /s
Layer time 1.357 s; hot 800 K; cold 600 K
Dopant coverage 0.01 layer = 6.783e+12 /cm2
Hot: kT 0.06894 eV; k_up 1.9520e+02 /s; k_down 3.241e-02 /s
Hot: K/R 2.6502e+02; 1-p_eq 1.660e-04
Hot: p 0.999834; q 1.6599e-04; decay length 817.7 nm
Cold: kT 0.05170 eV; k_up 5.2557e-02 /s; k_down 4.796e-07 /s
Cold: K/R 7.1346e-02; 1-p_eq 9.125e-06
Cold: p 0.068860; q 9.3114e-01; decay length 0.05073 nm
At 560 K: K/R 0.006814; q 9.9321e-01
At 650 K: K/R 0.8949; q 4.0865e-01
At 700 K: K/R 7.822; q 4.4882e-04
Cold cap: 8 layers, 1.086 nm, 10.86 s
Buried by these layers, cold: 0.999999999
Buried by the same layers, hot: 1.3272e-03
Exchange slows on cooling by factor 3714.0
Buried if deposition slows equally: 7.300e-05
Hot growth speed for cold p: 371.4 nm/s
Freezing temperature (k_up=R): 652.4 K
Temperatures for p=0.9 and 0.1: 670.9, 607.2 K
Least retention at 713.6 K; q there 5.942e-05
Growth activation 2.0 eV: q hot 1.660e-04, cold 9.125e-06
Hot pause after cap: 60 s
Retained after pause, 1 cold layers: 0.00016599
Retained after pause, 2 cold layers: 0.93115132
Retained after pause, 4 cold layers: 0.99967354
Retained after pause, 8 cold layers: 0.99999999
Cold layers needed for 99.9 percent after pause: 4
Random covering: cold p 0.06659; hot q 3.924e-03
Random covering, 8 layers: cold buried 1.00000000; hot 0.0310
Random covering: hot decay length 34.5 nm
Blocking: relative change cold p -3.36e-04; hot q 1.01e-02
Barrier 1.6 eV: cold p 0.3895; retained after pause 0.99864
Barrier 1.5 eV: cold p 0.9671; retained after pause 0.20896
Cooling ramp 2.0 K/s lasts 100 s
Open shutter in ramp: 10, 50, 90 percent buried after 6.11, 6.82, 7.46 nm
Temperature at half burial in ramp: 663.7 K
Rough desorption barrier 3.0 eV: ramp loss below 1.26e-04
Deep-layer barrier for 1 percent loss in hot pause: 2.663 eV
Rough bulk diffusion: D0 0.2 cm2/s, barrier 3.7 eV
Bulk diffusion in 1000 s at hot: 4.43e-04 nm
Rough adatom barrier 0.7 eV: cold hops per layer 1.79e+07
all assertions hold
```
